# Moiré velocity from the first shell and exactly flat chiral bands: a program that tests the result

```python
# RESULT UNDER TEST
# Twisted bilayer Dirac model, energies in hbar*v*k_theta, lengths in 1/k_theta.
# a = w1/(hbar v k_theta), kappa = w0/w1 (AA over AB tunnelling).
# (i)  First moire shell: v*/v = (1-3a^2)/(1+3a^2(1+kappa^2)).
# (ii) Full chiral model (kappa=0): v*/v = psi1(r0) psi1(-r0)/<|psi|^2>, and
#      where this vanishes (a = a*) two bands are exactly flat at E = 0.
# psi = (psi1, psi2): A-sublattice zero mode at k=0 in layers 1 and 2.
# D(k): block of H taking A amplitudes to B amplitudes.
import numpy as np
from scipy.linalg import eigh, eigvalsh, svd, svdvals, eigvals
from scipy.optimize import brentq
from scipy import constants as const
import mpmath as mp

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
one = np.eye(2)
phi = 2 * np.pi / 3
q = np.array([[0, -1], [np.sqrt(3) / 2, 0.5], [-np.sqrt(3) / 2, 0.5]])
b1, b2 = q[1] - q[0], q[2] - q[0]
a1, a2 = 2 * np.pi * np.linalg.inv(np.array([b1, b2])).T
r0 = (a1 - a2) / 3
rot = np.array([[np.cos(phi), -np.sin(phi)], [np.sin(phi), np.cos(phi)]])


class Model:
    """Plane waves of both layers with momentum below a cutoff."""

    def __init__(self, cutoff):
        sites = []
        for layer in (0, 1):
            for m in range(-12, 13):
                for n in range(-12, 13):
                    p = m * b1 + n * b2 + layer * q[0]
                    if p @ p <= cutoff**2:
                        sites.append((layer, m, n))
        index = {s: i for i, s in enumerate(sites)}
        self.N = len(sites)
        self.layer = np.array([s[0] for s in sites])
        self.p = np.array([s[1] * b1 + s[2] * b2 + s[0] * q[0] for s in sites])
        self.origin = index[(0, 0, 0)]
        scalar = np.zeros((2 * self.N, 2 * self.N), complex)
        vector = scalar.copy()
        for j, (dm, dn) in enumerate([(0, 0), (1, 0), (0, 1)]):
            hop = np.zeros((self.N, self.N))
            for (layer, m, n), i in index.items():
                target = (1, m + dm, n + dn)
                if layer == 0 and target in index:
                    hop[i, index[target]] = 1
            scalar += np.kron(one, hop)
            vector += np.kron(np.cos(j * phi) * sx + np.sin(j * phi) * sy, hop)
        self.scalar = scalar + scalar.conj().T
        self.vector = vector + vector.conj().T

    def H(self, k, a, kappa):
        pk = self.p + k
        kinetic = np.kron(sx, np.diag(pk[:, 0])) + np.kron(sy, np.diag(pk[:, 1]))
        return kinetic + a * (kappa * self.scalar + self.vector)

    def D(self, k, a):
        return self.H(k, a, 0.0)[self.N:, :self.N]

    def velocity(self, a, kappa):
        """Signed velocity: sigma_x projected on the doublet nearest E=0."""
        val, vec = eigh(self.H(np.zeros(2), a, kappa))
        pair = vec[:, np.argsort(abs(val))[:2]]
        overlap = pair[[self.origin, self.N + self.origin], :]
        vx = pair.conj().T @ np.vstack([pair[self.N:], pair[:self.N]])
        top = np.trace(sx @ overlap @ vx @ overlap.conj().T)
        return (top / np.trace(overlap @ overlap.conj().T)).real

    def slope(self, a, kappa, step=1e-5):
        """|velocity| from the splitting of the cone at a small momentum."""
        k = step * np.array([np.cos(0.7), np.sin(0.7)])
        val = eigvalsh(self.H(k, a, kappa))
        e = val[np.argsort(abs(val))[:2]]
        return abs(e[0] - e[1]) / (2 * step)

    def null_vector(self, k, a):
        return svd(self.D(k, a))[2][-1].conj()

    def wave(self, c, r, k=np.zeros(2)):
        terms = c * np.exp(1j * (self.p + k) @ r)
        return np.array([terms[self.layer == 0].sum(), terms[self.layer == 1].sum()])


def shell_formula(a, kappa):
    return (1 - 3 * a**2) / (1 + 3 * a**2 * (1 + kappa**2))


# --- first shell: diagonalization of the 8x8 matrix against the formula
shell = Model(1.01)
assert shell.N == 4
for kappa in (0.0, 0.5, 1.0):
    for a in (0.2, 0.45, 0.8):
        assert abs(shell.velocity(a, kappa) - shell_formula(a, kappa)) < 1e-9
        assert abs(shell.slope(a, kappa) - abs(shell_formula(a, kappa))) < 1e-4

full = Model(9.03)
zero = np.zeros(2)


def zero_mode(a):
    c = full.null_vector(zero, a)
    return c / c[full.origin]


# --- zero mode at k=0 for every a, its symmetries, and the velocity identity
points = [np.array(x) for x in ([0.3, 0.8], [-1.1, 0.4], [1.7, -0.9])]
for a in (0.3, 0.5, 0.8):
    assert svdvals(full.D(zero, a))[-1] < 1e-10
    c = zero_mode(a)
    w = full.wave(c, r0)[0] * full.wave(c, -r0)[0]
    assert abs(w.imag) < 1e-6
    assert max(abs(full.wave(c, s * r0)[1]) for s in (1, -1)) < 1e-8
    for r in points:
        assert np.allclose(full.wave(c, rot @ r), full.wave(c, r), atol=1e-8)
        assert abs(full.wave(c, r) @ full.wave(c, -r) - w) < 1e-5
    v_identity = w.real / np.sum(abs(c)**2)
    assert abs(v_identity - full.velocity(a, 0.0)) < 1e-5
    assert abs(abs(v_identity) - full.slope(a, 0.0)) < 1e-4

# --- second-order behaviour of psi1 at the two stacking points
small = 0.02
c_small = zero_mode(small)
coef_plus = ((full.wave(c_small, r0)[0] - 1) / small**2).real
coef_minus = ((full.wave(c_small, -r0)[0] - 1) / small**2).real
assert abs(coef_plus + 3) < 1e-2 and abs(coef_minus) < 1e-2

# --- magic value by two roads: velocity zero, and singularity of D(k)
a_velocity = brentq(lambda a: full.velocity(a, 0.0), 0.5, 0.7, xtol=1e-11)


def a_singular(k):
    D0 = full.D(k, 0.0)
    U = full.D(k, 1.0) - D0
    mu = eigvals(np.linalg.solve(D0, U))
    lead = mu[np.argmax(abs(mu))]
    assert abs(lead.imag) < 1e-6
    return 1 / abs(lead.real)


k_test = 0.31 * b1 + 0.17 * b2
k_other = -0.22 * b1 + 0.41 * b2
a_k1, a_k2 = a_singular(k_test), a_singular(k_other)
assert abs(a_k1 - a_k2) < 1e-6 and abs(a_k1 - a_velocity) < 1e-6
a_star = a_velocity
c_star = zero_mode(a_star)
psi_plus, psi_minus = full.wave(c_star, r0), full.wave(c_star, -r0)
assert np.max(abs(psi_plus)) < 1e-5 and abs(psi_minus[0]) > 0.1

# --- theta-function Bloch state against the numerical null vector of D(k)
A1, A2, Z0 = (complex(*x) for x in (a1, a2, r0))
tau = A2 / A1
nome = mp.exp(1j * mp.pi * tau)


def f_theta(r, k):
    zeta = (complex(*r) - Z0) / A1
    s = k @ a1 / (2 * np.pi)
    u = k @ a2 / (2 * np.pi) - s * tau
    ratio = mp.jtheta(1, mp.pi * (zeta - u), nome) / mp.jtheta(1, mp.pi * zeta, nome)
    return complex(mp.exp(2j * mp.pi * s * zeta) * ratio)


c_k = full.null_vector(k_test, a_star)
built = np.array([f_theta(r, k_test) * full.wave(c_star, r) for r in points]).ravel()
found = np.array([full.wave(c_k, r, k_test) for r in points]).ravel()
scale = np.vdot(built, found) / np.vdot(built, built)
theta_error = np.linalg.norm(found - scale * built) / np.linalg.norm(found)
assert theta_error < 1e-4

# --- band energies on a 6x6 momentum grid
grid = [i / 6 * b1 + j / 6 * b2 for i in range(-3, 3) for j in range(-3, 3)]


def chiral_width(a):
    s = np.array([svdvals(full.D(k, a))[-2:] for k in grid])
    return s[:, 1].max(), s[:, 0].min()


flat, gap = chiral_width(a_star)
width_586 = chiral_width(0.586)[0]
width_shell = chiral_width(1 / np.sqrt(3))[0]
assert flat < 1e-6 and gap > 0.05
assert width_586 > 1e-5 and width_shell > width_586

# --- equal tunnelling: the velocity vanishes but the band is not flat
a_equal = brentq(lambda a: full.velocity(a, 1.0), 0.5, 0.7, xtol=1e-9)
N = full.N
width_equal = max(np.max(abs(eigvalsh(full.H(k, a_equal, 1.0))[N - 1:N + 1]))
                  for k in grid)
assert width_equal > 1e-3

# --- conversion with round model parameters
speed, lattice, w1 = 1.0e6, 0.25e-9, 0.10
hbar_v = const.hbar * speed / const.e
K = 4 * np.pi / (3 * lattice)


def twist(a):
    return np.degrees(2 * np.arcsin(w1 / (2 * a * hbar_v * K)))


unit = 1000 * w1 / a_star

print("Energies in units of hbar*v*k_theta unless stated; a, kappa, v*/v: pure numbers")
print(f"plane waves in both layers, full model: {full.N}")
for kappa in (1.0, 0.0):
    for a in (0.2, 0.4, 0.5):
        print(f"kappa={kappa:.0f} a={a:.1f}: v*/v first shell {shell_formula(a, kappa):.5f},"
              f" full {full.velocity(a, kappa):.5f}")
print(f"first-shell zero 1/sqrt(3): {1 / np.sqrt(3):.6f}")
print(f"a^2 coefficient of psi1(r0) (from a=0.02): {coef_plus:.4f}")
print(f"a^2 coefficient of psi1(-r0) (from a=0.02): {coef_minus:.4f}")
print(f"a* from chiral velocity zero: {a_velocity:.8f}")
print(f"a* from singular D(k), first k: {a_k1:.8f}")
print(f"a* from singular D(k), second k: {a_k2:.8f}")
print(f"largest |psi component| at r0, a=a*: {np.max(abs(psi_plus)):.1e}")
print(f"psi1(-r0) at a=a* (mean of psi1 = 1): {psi_minus[0].real:.5f}")
print(f"relative error of theta-function state: {theta_error:.1e}")
print(f"chiral, a=a*: largest |E| of flat pair on 6x6 grid: {flat:.1e}")
print(f"chiral, a=a*: smallest |E| of next bands on grid: {gap:.4f}")
print(f"chiral, a=0.586: largest |E| of central pair: {width_586:.2e}")
print(f"chiral, a=1/sqrt(3): largest |E| of central pair: {width_shell:.2e}")
print(f"kappa=1: velocity zero of full model at a: {a_equal:.5f}")
print(f"kappa=1, at that a: largest |E| of central pair: {width_equal:.4f}")
print(f"model speed: {speed:.1e} m/s; lattice constant: {lattice * 1e9:.2f} nm")
print(f"model w1: {w1:.2f} eV; hbar*v: {hbar_v * 1e9:.4f} eV nm; K: {K * 1e-9:.3f} 1/nm")
print(f"twist angle at a*: {twist(a_star):.4f} degrees")
print(f"twist angle at 1/sqrt(3): {twist(1 / np.sqrt(3)):.4f} degrees")
print(f"energy unit hbar*v*k_theta at a*: {unit:.2f} meV")
print(f"gap to next bands at a*: {gap * unit:.2f} meV")
print("done: every assertion held")
```

Output:

```
Energies in units of hbar*v*k_theta unless stated; a, kappa, v*/v: pure numbers
plane waves in both layers, full model: 199
kappa=1 a=0.2: v*/v first shell 0.70968, full 0.68609
kappa=1 a=0.4: v*/v first shell 0.26531, full 0.17908
kappa=1 a=0.5: v*/v first shell 0.10000, full 0.04862
kappa=0 a=0.2: v*/v first shell 0.78571, full 0.78473
kappa=0 a=0.4: v*/v first shell 0.35135, full 0.34944
kappa=0 a=0.5: v*/v first shell 0.14286, full 0.14695
first-shell zero 1/sqrt(3): 0.577350
a^2 coefficient of psi1(r0) (from a=0.02): -2.9998
a^2 coefficient of psi1(-r0) (from a=0.02): 0.0002
a* from chiral velocity zero: 0.58566356
a* from singular D(k), first k: 0.58566356
a* from singular D(k), second k: 0.58566356
largest |psi component| at r0, a=a*: 5.1e-10
psi1(-r0) at a=a* (mean of psi1 = 1): 1.06037
relative error of theta-function state: 2.5e-09
chiral, a=a*: largest |E| of flat pair on 6x6 grid: 8.2e-15
chiral, a=a*: smallest |E| of next bands on grid: 0.5471
chiral, a=0.586: largest |E| of central pair: 4.37e-04
chiral, a=1/sqrt(3): largest |E| of central pair: 1.09e-02
kappa=1: velocity zero of full model at a: 0.60510
kappa=1, at that a: largest |E| of central pair: 0.0364
model speed: 1.0e+06 m/s; lattice constant: 0.25 nm
model w1: 0.10 eV; hbar*v: 0.6582 eV nm; K: 16.755 1/nm
twist angle at a*: 0.8871 degrees
twist angle at 1/sqrt(3): 0.8999 degrees
energy unit hbar*v*k_theta at a*: 170.75 meV
gap to next bands at a*: 93.42 meV
done: every assertion held
```
